\section*{Absorption probability for Ehrlich–Schwoebel edges in Brownian simulation, with finite-step correction}

\section{Definitions and conventions}

Adatoms diffuse on a flat terrace with diffusion coefficient $D$. The terrace occupies $x>0$ and ends at a straight descending edge, $x=0$. Motion along the edge is independent of $x$ and can be updated separately. The adatom density $n(x)$ obeys the edge law
\begin{equation}
D\,n'(0)=\frac{D}{d}\,n(0),
\label{robin}
\end{equation}
where $d$ is the kinetic length. The left side is the flux towards the edge. A steady profile without deposition is proportional to $x+d$, so it extrapolates to zero at a distance $d$ behind the edge. Small $d$ means easy incorporation and large $d$ a nearly reflecting edge. Emission from the edge is neglected at first.

The simulation uses a time step $t$. Each step adds to $x$ a Gaussian displacement with zero mean and variance $s^2=2Dt$. Only end positions are examined. An atom that ends at $x<0$ has made an attempt: it is absorbed with probability $p$ and otherwise mirrored to $-x$.

The unit Gaussian is $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$, its tail is $Q(u)=\int_u^\infty\varphi(v)\,dv$, and $\sqrt{\pi Dt}=\sqrt{\pi/2}\,s$ with $\sqrt{\pi/2}=1.2533$. The two rules treated here are
\begin{align}
p&=\frac{\sqrt{\pi Dt}}{d} &&\text{(plain)},\label{plain}\\
p&=\frac{\sqrt{\pi Dt}}{d+c_0s},\quad c_0=0.709 &&\text{(corrected)}.\label{corr}
\end{align}
The plain rule holds to leading order for $s\ll d$. The corrected rule removes its first error. Both assume a terrace much wider than $s$.

\section{Kinetic length from the edge barrier}

On a triangular lattice with neighbour distance $\ell$, rows parallel to a close-packed edge are spaced by $a=\sqrt3\,\ell/2$. Let $w$ be the hop rate in each of the six directions. Two directions lead to the next row, so the row-to-row rate is $h=2w$. The variance of $x$ grows at the rate $2ha^2$, which must equal $2D$. With the total rate $\Gamma=6w$,
\begin{equation}
D=ha^2=2w\,\frac{3\ell^2}{4}=\frac{\Gamma\ell^2}{4}.
\end{equation}

Let row $0$ be the first row of the sink, and let both hops from row $1$ into it be slowed by $e^{-E/kT}$, where $E$ is the extra edge barrier; prefactors are taken equal. A steady flux $J$ through occupations $\theta_j$ requires
\begin{equation}
J=h(\theta_{j+1}-\theta_j)=h\,e^{-E/kT}\theta_1 .
\end{equation}
Hence $\theta_1=(J/h)e^{E/kT}$ and $\theta_j=(J/h)\,(j-1+e^{E/kT})$. With $x=ja$ this line vanishes at $x=-d$, where
\begin{equation}
d=a\left(e^{E/kT}-1\right).
\label{dbarrier}
\end{equation}
For $E=0$ the length vanishes, as it should with the edge placed at the sink row.

\section{Derivation of the plain rule}

Suppose the density near the edge is uniform. An atom at $x$ ends beyond the edge with probability $Q(x/s)$. Per step and unit edge length the number of attempts is
\begin{equation}
n\int_0^\infty Q(x/s)\,dx=ns\int_0^\infty u\,\varphi(u)\,du
=\frac{ns}{\sqrt{2\pi}}=n\sqrt{\frac{Dt}{\pi}},
\label{attempts}
\end{equation}
after integration by parts with $Q'=-\varphi$. The uniform density is self-consistent when $p$ is small. With $G(u)=\varphi(u/s)/s$, mirroring alone gives $\int_0^\infty[G(x-y)+G(x+y)]\,dy=1$, so a uniform density is preserved.

The absorbed flux is $p$ times (\ref{attempts}) divided by $t$. Equating it to the flux in (\ref{robin}),
\begin{equation}
p\,n\sqrt{\frac{D}{\pi t}}=\frac{Dn}{d}
\quad\Longrightarrow\quad p=\frac{\sqrt{\pi Dt}}{d}.
\end{equation}
The probability scales as $\sqrt t$, not as $t$, because attempts per unit time grow as $1/\sqrt t$ when the step is refined.

\section{Correction for a finite step}

\subsection{An equation for the realised length}

From here to the end of the next subsection, lengths are in units of $s$. The steady density satisfies
\begin{equation}
n(x)=\int_0^\infty\left[\varphi(x-y)+(1-p)\varphi(x+y)\right]n(y)\,dy .
\label{milne}
\end{equation}
Write $n=A+x+\delta(x)$ with $\delta\to0$ far from the edge. Then $A$ is the realised length $d_{\rm eff}/s$, and $\delta$ is a boundary layer.

Far away the slope is one. The net number crossing a distant plane per step is
\begin{equation}
\int_0^\infty\left[n(X+u)-n(X-u)\right]Q(u)\,du=2\int_0^\infty uQ\,du=\frac12,
\end{equation}
since $\int_0^\infty uQ\,du=\frac12\int_0^\infty u^2\varphi\,du=\frac14$. In steady state the same number is absorbed:
\begin{equation}
p\int_0^\infty(A+x+\delta)\,Q\,dx
=p\left[\frac{A}{\sqrt{2\pi}}+\frac14+\int_0^\infty\delta Q\,dx\right]=\frac12 .
\end{equation}
Solving for $A$,
\begin{equation}
\frac{d_{\rm eff}}{s}=\frac{\sqrt{\pi/2}}{p}-c(p),\qquad
c(p)=\sqrt{2\pi}\left[\frac14+\int_0^\infty\delta Q\,dx\right].
\label{deff}
\end{equation}

\subsection{The constant at small absorption}

As $p\to0$, (\ref{deff}) gives $pA\to\sqrt{\pi/2}$. Inserting $n$ into (\ref{milne}), the constant $A$ loses $pA\,Q(x)$ per step, while the kernel acting on $x+\delta$ becomes purely reflecting. Extended evenly to negative $x$, reflection is plain convolution with $\varphi$. Therefore
\begin{equation}
\delta-\varphi*\delta=\left(\varphi*|x|-|x|\right)-\sqrt{\pi/2}\;Q(|x|).
\end{equation}

Take Fourier transforms, with $g=e^{-k^2/2}$ the transform of $\varphi$. The second derivative of the bracket is $2\varphi$ minus twice a delta function, so its transform is $2(1-g)/k^2$. For the tail, integration by parts gives
\begin{equation}
2\int_0^\infty Q\cos kx\,dx=\frac2k\int_0^\infty\varphi\sin kx\,dx
=\sqrt{\frac2\pi}\,f(k),\quad f(k)=\frac{\sqrt2}{k}F\!\left(\frac{k}{\sqrt2}\right),
\end{equation}
where $F(z)=\int_0^\infty e^{-y^2}\sin(2zy)\,dy$ is the Dawson function. Dividing by $1-g$,
\begin{equation}
\hat\delta(k)=\frac{2}{k^2}-\frac{f(k)}{1-g(k)} .
\label{deltahat}
\end{equation}
At small $k$, $f\simeq1-k^2/3$ and $1-g\simeq(k^2/2)(1-k^2/4)$. The poles cancel and $\hat\delta(0)=1/6$.

Parseval's relation for even functions gives $\int_0^\infty\delta Q\,dx=(2\pi)^{-1}\int_0^\infty\hat\delta\,\sqrt{2/\pi}\,f\,dk$. With (\ref{deff}),
\begin{equation}
c_0=\frac{\sqrt{2\pi}}4+\frac1\pi\int_0^\infty
f\left[\frac2{k^2}-\frac f{1-g}\right]dk=0.70897 .
\end{equation}
Solving (\ref{milne}) numerically at $p=0.001$ gives $c=0.70894$, in agreement.

\subsection{Error of each rule and the limit of full absorption}

Restoring units and inserting (\ref{plain}) into (\ref{deff}) gives $d_{\rm eff}=d-c(p)s$. To first order in $p$, the error relative to the wanted length is
\begin{equation}
\frac{d_{\rm eff}-d}{d}=-\frac{c_0s}{d}=-\frac{c_0}{\sqrt{\pi/2}}\,p=-0.566\,p .
\end{equation}
The plain rule makes the edge too permeable.

Solving (\ref{deff}) for $p$ with $c=c_0$ gives the corrected rule (\ref{corr}), for which $d_{\rm eff}=d+[c_0-c(p)]s$. The numerical solution gives $c=0.702$, $0.691$ and $0.671$ at $p=0.2$, $0.5$ and $1$. The difference $c_0-c$ is thus about $0.04\,p$, and the remaining error in $d$ is of order $s^2/d$, hence of order $t$.

At $p=1$ the numerical solution gives $d_{\rm eff}=0.5826\,s$. This limit can be found independently. Let $M_N$ be the largest value, counting the start at zero, reached in $N$ unit Gaussian steps. Spitzer's identity gives its mean as
\begin{equation}
\langle M_N\rangle=\sum_{k=1}^N\frac{1}{k}\sqrt{\frac{k}{2\pi}}
\simeq\frac{2\sqrt N+\zeta(1/2)}{\sqrt{2\pi}} .
\end{equation}
A continuous Brownian path has mean maximum $2\sqrt N/\sqrt{2\pi}$. The discrete walk survives as a continuous one would with its absorbing edge moved back by $d_{\rm eff}$, so its mean maximum is lower by $d_{\rm eff}/s=-\zeta(1/2)/\sqrt{2\pi}=0.5826$.

This fixes the treatment of an edge with $d=0$, such as an ascending edge with direct incorporation. Absorbing every atom that ends at $x<0$ leaves a spurious length $0.5826\,s$. Absorbing every atom that ends at $x<0.5826\,s$ moves the zero of the extrapolated profile to $x=0$.

\section{Pseudocode}

For a strip $0<x<L$ between two descending edges:
\begin{verbatim}
d = a*(exp(E/kT) - 1)
s = sqrt(2*D*t)
p = sqrt(pi*D*t) / (d + 0.709*s)
require p <= 1 and s much smaller than L
for each adatom:
    x = uniform(0, L);  steps = 0
    repeat:
        x = x + s*normal();  steps = steps + 1
        if x < 0 or x > L:
            if uniform(0,1) < p: record steps*t; stop
            if x < 0: x = -x   else: x = 2*L - x
repeat the run with t/4 and compare
\end{verbatim}
The random number for absorption is drawn only after an attempt.

If edges also emit atoms, let $n_{\rm eq}$ be the density in equilibrium with them. One step removes $p\,n_{\rm eq}Q(x/s)$ from a uniform density $n_{\rm eq}$. Equilibrium is restored by adding, per step and unit edge length, $p\,n_{\rm eq}s/\sqrt{2\pi}$ atoms on average, with positions distributed as $Q(x/s)$. Such positions are $x=sU\sqrt{-2\ln U'}$, with $U,U'$ uniform on $(0,1)$: the root $R$ has density $Re^{-R^2/2}$, so $UR$ has density $\int_u^\infty e^{-R^2/2}dR=\sqrt{2\pi}\,Q(u)$.

\section{Residence time as an observable}

With uniform deposition $F$ per unit area and time, $Dn''=-F$ and (\ref{robin}) at both edges give
\begin{equation}
n=\frac{F}{2D}\left[x(L-x)+Ld\right].
\end{equation}
Indeed $n'(0)=FL/2D$ and $n(0)/d$ has the same value. The mean residence time is the population divided by the supply $FL$:
\begin{equation}
\tau=\frac1{FL}\,\frac F{2D}\left[\frac{L^3}{6}+L^2d\right]
=\frac{L^2}{12D}+\frac{Ld}{2D}.
\label{tau}
\end{equation}
The first term is the time to find an edge, the second the delay from failed attempts.

The simulated time has an additional offset of order $t$. In units of $s$, with $\lambda=L/s$, the mean number of remaining steps $u(x)$ equals one plus the kernel of (\ref{milne}) acting on $u$. Near the left edge
\begin{equation}
u=\lambda(A+x+\delta)-x^2+B,
\end{equation}
up to terms that vanish with $p$. The parabola is even and convolution changes $-x^2$ to $-x^2-1$, so it supplies the required one under reflection. Absorption adds the mismatch $p\int_0^\infty y^2\varphi(x+y)\,dy-pB\,Q(x)$. Reflection conserves the integral over $x$, so a decaying layer can compensate this mismatch only if its integral vanishes:
\begin{equation}
\frac{pB}{\sqrt{2\pi}}=p\int_0^\infty y^2Q\,dy=\frac p3\int_0^\infty y^3\varphi\,dy
=\frac{2p}{3\sqrt{2\pi}},
\end{equation}
so $B=2/3$. The layers at the two edges add $2\int_0^\infty\delta\,dx=\hat\delta(0)=1/6$ to the strip average. Multiplying the average of $u$ by $t=s^2/2D$,
\begin{equation}
\tau_{\rm sim}\simeq\frac{L^2}{12D}+\frac{Ld_{\rm eff}}{2D}+\frac56\,t .
\label{tausim}
\end{equation}
For straight edges the error in $\tau$ is therefore of order $\sqrt t$ with the plain rule and of order $t$ with the corrected one.

\section{Worked example: top terrace on Pt(111)}

The inputs are model choices of roughly the right size for this surface: a diffusion barrier of $0.26$ eV, an extra edge barrier of $0.10$ eV, a total hop prefactor of $5\times10^{12}\,\mathrm{s^{-1}}$ and $\ell=0.277$ nm, at $400$ K. The digits below serve to compare numerical schemes; the material inputs do not justify them.

The row spacing is $a=0.2399$ nm. With $kT=0.03447$ eV,
\begin{equation}
d=0.2399\,(18.195-1)\ \text{nm}=4.125\ \text{nm}.
\end{equation}
The diffusion coefficient is $D=5.082\times10^7\ \mathrm{nm^2/s}$, or $5.08\times10^{-7}\ \mathrm{cm^2/s}$. The strip has $L=84a=20.15$ nm. Equation (\ref{tau}) gives
\begin{equation}
\tau=665.9\ \text{ns}+817.8\ \text{ns}=1483.7\ \text{ns}.
\end{equation}
More than half of the residence time comes from the edge barrier.

Choose the step so that the plain rule has $p=0.2$. Then $s=0.2\times4.125/1.2533=0.658$ nm and $t=s^2/2D=4.26$ ns, about $11$ lattice hops. The corrected probability at this same step is
\begin{equation}
p=\frac{1.2533\times0.6582}{4.125+0.709\times0.6582}=0.1797 .
\end{equation}
The plain rule realises $d_{\rm eff}=3.663$ nm, an error of $-11.2\,\%$; the corrected rule realises $4.129$ nm, an error of $0.10\,\%$.

Solving the step equation on the whole strip gives mean residence times of $1395.5$ ns (plain) and $1488.0$ ns (corrected). Equation (\ref{tausim}) accounts for the second value: the edge term becomes $818.6$ ns and the offset is $3.6$ ns, so the sum is $1488$ ns. Direct simulation of $60\,000$ atoms per rule gave $1400.3\pm6.0$ ns and $1500.0\pm6.3$ ns (one standard error). These lie $0.8$ and $1.9$ standard errors from the step-equation values. The plain result misses the continuum target by about $14$ standard errors. The corrected result lies $2.6$ above it, of which the known time-step error of $4.3$ ns explains $0.7$; this sample cannot resolve an error of $0.3\,\%$.

The error orders were tested with the step equation. Halving $s$ from $s/2$ to $s/4$ of the value above, which divides $t$ by four, reduced the error in $\tau$ by a factor $1.98$ for the plain rule and $3.96$ for the corrected one.

\subsection*{The model beside the real surface}

Real edges on Pt(111) contain kinks and come in two close-packed types, so a single barrier is an idealisation. On a triangular lattice with uniform edges the residence time is $1482$ ns, so lattice discreteness hardly matters here. Removing the barrier at every twentieth edge site, an illustrative fraction, lowers it to $1202$ ns, a fall of $19\,\%$; the length implied by (\ref{tau}) drops from $4.12$ to $2.70$ nm. The same fraction of open sites lowers the time less when they are clustered. Changing the barrier to $0.08$ or $0.12$ eV gives $d=2.2$ or $7.6$ nm, and cooling to $300$ K at the original barrier gives $11.2$ nm. These shifts far exceed the time-step error of the corrected rule. Other neglected effects are small for these inputs. At an assumed deposition rate of $0.01$ monolayer per second, an $L\times L$ patch of the strip holds on average $9\times10^{-5}$ adatoms, so an arriving atom rarely meets another and the mean residence time is hardly affected. Over a whole monolayer the patch receives about $6100$ atoms, so occasional encounters can still matter for island nucleation, which is not treated here. With a rough adatom formation energy of $1$ eV, the equilibrium coverage is about $2\times10^{-5}$ of the deposited one, so emission may be dropped. With the total hop prefactor taken as a rough barrier frequency $\nu$, the leading (Wigner) estimate of tunnelling, $(h_{\rm P}\nu/kT)^2/24$ with $h_{\rm P}$ Planck's constant, raises the hop rate by about $1.5\,\%$.

\section{Cost, stability and failure modes}

\paragraph{Cost.} The work per atom is about $\tau/t$ steps, here $1484/4.26\approx348$. Each atom makes $1/p\approx5.6$ attempts on average, because attempts succeed independently. To bring the error in $d$ down to $1\,\%$, the plain rule needs $p=0.0177$. Since $t\propto p^2$ at fixed $d$ and $D$, this takes $(0.2/0.0177)^2\approx128$ times as many steps as the example, where the corrected rule already has an error of $0.10\,\%$.

\paragraph{Stability.} For $0\le p\le1$ the kernel in (\ref{milne}) is non-negative, and a step either conserves atoms or removes them. No step size makes the scheme unstable; a large step makes it inaccurate.

\paragraph{Step too long for the edge.} The corrected rule gives $p\le1$ only if $d\ge(1.2533-0.7090)\,s=0.544\,s$. At that limit the realised length is $0.583\,s$, which is $7\,\%$ too long. If $p$ exceeds one, $t$ must be reduced; clipping $p$ to one fixes the length at $0.583\,s$ whatever the barrier.

\paragraph{Probability not updated with the step.} At fixed $p$, (\ref{deff}) makes $d_{\rm eff}$ proportional to $s$. Halving $t$ then shortens the kinetic length by $\sqrt2$, and refinement leads to a perfectly absorbing edge.

\paragraph{Other step distributions.} For a symmetric displacement $\xi$ the attempts in (\ref{attempts}) become $n\langle\max(\xi,0)\rangle$. This is $0.399\,ns$ for Gaussian steps but $(\sqrt3/4)\,ns=0.433\,ns$ for uniformly distributed steps of equal variance. At the same small $p$ the latter shorten $d$ by about $8\,\%$ to leading order, and $c_0$ no longer applies.

\paragraph{Geometry.} The derivation uses one straight edge with undisturbed terrace over several $s$. Near corners, on islands of radius comparable to $s$, or on terraces of width comparable to $s$, the boundary layers overlap or bend and $c_0$ loses its basis. Curvature matters even when the radius $R$ is much larger than $s$. On top of a circular island the radial coordinate drifts outward by $s^2/2R$ per step, and with the radial mirror $r\to2R-r$ this makes the realised length too long by a fraction of about $0.23\,s/R$. That error is again of order $\sqrt t$ and is not removed by (\ref{corr}). For $R=10$ nm and the other inputs of the example, the corrected rule overestimates the residence time by $1.3\,\%$, and halving $s$ reduces this error only by a factor near two. In all these cases the step must be shortened until the result stops changing.

The computed values behind these figures are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
attempts per step / (n s) = 0.39894
c0 (Fourier integral) = 0.70897
c at p = 0.001: 0.70894
c at p = 0.2: 0.70174
c at p = 0.5: 0.69050
c at p = 1: 0.67072
d_eff/s at p = 1 = 0.58260
-zeta(1/2)/sqrt(2 pi) = 0.58260
relative error of d per unit p, plain = -0.5657
mesh shift of d_eff/s, 160 to 240 nodes = 1.6e-12
temperature = 400 K
diffusion barrier (rough) = 0.26 eV
extra edge barrier (rough) = 0.10 eV
total hop prefactor (rough) = 5.0e+12 1/s
neighbour distance (rough) = 0.277 nm
row spacing a = 0.2399 nm
terrace width L = 20.15 nm
kinetic length d = 4.125 nm
D = 5.082e+07 nm2/s
D converted = 5.082e-07 cm2/s
rms step s = 0.6582 nm
time step t = 4.263 ns
mean hops per time step = 11.3
p plain = 0.2000
p corrected = 0.1797
realised d, plain = 3.663 nm
realised d, corrected = 4.129 nm
d error, plain = -11.20 %
d error, corrected = 0.10 %
tau, diffusion part = 665.9 ns
tau, edge part = 817.8 ns
tau, continuum = 1483.7 ns
tau, kernel, plain = 1395.5 ns
tau, kernel, corrected = 1488.0 ns
simulated atoms per rule = 60000
tau, simulated, plain = 1400.3 ns
  standard error = 6.0 ns
tau, simulated, corrected = 1500.0 ns
  standard error = 6.3 ns
error ratio when s is halved, plain = 1.976
error ratio when s is halved, corrected = 3.955
plain p for 1 % error of d = 0.0177
step-count ratio, that p against p = 0.2: 128
tau, lattice = 1481.9 ns
d implied by lattice = 4.116 nm
tau, lattice, 1 in 20 edge sites open = 1201.9 ns
d implied, 1 in 20 open = 2.704 nm
d with edge barrier 0.08 eV = 2.203 nm
d with edge barrier 0.12 eV = 7.557 nm
d at 300 K = 11.24 nm
deposition rate = 0.01 ML/s
mean adatoms on an L x L top = 9.1e-05
adatom formation energy (rough) = 1.0 eV
equilibrium / deposited coverage = 1.7e-05
tunnelling gain of hop rate (Wigner) = 1.5 %
\end{verbatim}
